# Second virial coefficient and Boyle temperature of a square-well precursor vapour

## What the dimensions fix

A precursor vapour is modelled as a classical gas of spherical molecules. Two molecules a distance $r$ apart have the energy

$$
u(r)=\begin{cases}\infty, & r<\sigma\\ -\varepsilon, & \sigma<r<\lambda\sigma\\ 0, & r>\lambda\sigma\end{cases}
\qquad \varepsilon>0,\ \lambda>1, \tag{1}
$$

and the energies of all pairs add. With $\rho$ the molar density, the pressure at low density is written

$$
Z\equiv\frac{P}{\rho RT}=1+B(T)\rho+C(T)\rho^2+\dots \tag{2}
$$

Since $Z$ is a pure number, $B$ is a volume per mole. In classical statistics the momenta integrate out separately from the positions, so neither the molecular mass nor Planck's constant can enter $B$. What remains is one length, $\sigma$, and two pure numbers, $\lambda$ and $\varepsilon/kT$. Hence

$$
B=N_A\sigma^3\,\phi\!\left(\frac{\varepsilon}{kT},\lambda\right). \tag{3}
$$

The Boyle temperature $T_B$ is defined by $B(T_B)=0$. The prefactor in (3) cannot affect a zero, so $kT_B/\varepsilon$ depends on $\lambda$ alone. Larger molecules with the same well depth and the same relative range have the same Boyle temperature. The function $\phi$ has to come from statistical mechanics.

## From the partition function to a pair integral

Let $\beta=1/kT$, and let $Q_N=\int e^{-\beta U}d^{3}r_1\cdots d^{3}r_N$ be the configuration integral of $N$ molecules in a volume $V$. The momentum and internal factors are absorbed in the activity $z$, which requires that the internal states of a molecule are unchanged by its neighbours. The grand partition function is

$$
\Xi=1+zQ_1+\frac{z^2}{2}Q_2+\frac{z^3}{6}Q_3+\dots,\qquad Q_1=V. \tag{4}
$$

Because $\beta PV=\ln\Xi$, the expansion $\ln(1+y)=y-y^2/2+y^3/3-\dots$ gives

$$
\beta P=z+c_2z^2+c_3z^3+\dots, \tag{5}
$$

$$
c_2=\frac{Q_2-V^2}{2V},\qquad c_3=\frac1V\left(\frac{Q_3}{6}-\frac{VQ_2}{2}+\frac{V^3}{3}\right). \tag{6}
$$

The number density is $n=z\,\partial(\beta P)/\partial z$, so

$$
n=z+2c_2z^2+3c_3z^3+\dots \tag{7}
$$

To invert this series, set $z=n+a_2n^2+a_3n^3+\dots$ in (7). The coefficient of $n^2$ must vanish, which gives $a_2=-2c_2$. The coefficient of $n^3$ is $a_3+4c_2a_2+3c_3$, and its vanishing gives $a_3=8c_2^2-3c_3$. Substitution in (5) yields

$$
\begin{aligned}
\beta P&=n+(a_2+c_2)n^2+(a_3+2c_2a_2+c_3)n^3+\dots\\
&=n-c_2n^2+(4c_2^2-2c_3)n^3+\dots
\end{aligned} \tag{8}
$$

Now define $f(r)=e^{-\beta u(r)}-1$, which vanishes beyond the range of the force, and $F=\int f\,d^3r$. In $Q_2$ one molecule can be placed anywhere and the other is located relative to it, so $Q_2=V^2+VF$. Surface corrections are negligible when the vessel is much larger than $\lambda\sigma$. Then $c_2=F/2$. With $n=N_A\rho$, comparison of (8) with (2) gives

$$
B=-N_Ac_2=-\frac{N_A}{2}\int f\,d^3r=-2\pi N_A\int_0^\infty\left(e^{-\beta u}-1\right)r^2dr. \tag{9}
$$

The factor one half comes from the $1/2!$ for identical molecules. The minus sign comes from eliminating $z$: the term $+c_2n^2$ in the pressure is overtaken by $-2c_2n^2$ from the activity.

The third coefficient follows in the same way. Multiplying out $(1+f_{12})(1+f_{13})(1+f_{23})$ gives

$$
Q_3=V^3+3V^2F+3VF^2+VI,\qquad I=\int\!\!\int f_{12}f_{13}f_{23}\,d^3r_{12}\,d^3r_{13}.
$$

In (6) the terms in $V^3$ and $V^2F$ cancel, leaving $c_3=F^2/2+I/6$. Therefore $4c_2^2-2c_3=F^2-F^2-I/3$, and

$$
C=-\frac{N_A^2}{3}\,I. \tag{10}
$$

Three molecules contribute to $C$ only when all three pairs are within range of each other.

## A case solved without the expansion

The sign and the factor in (9) can be confirmed on a gas whose equation of state is known at every density. Put the molecules on a line with the potential (1) and $\lambda<2$. Second neighbours are at least $2\sigma$ apart, so only nearest neighbours interact. At fixed $p_1=\beta P_1$, where $P_1$ is the one-dimensional pressure, the spacings are independent, each with weight $e^{-p_1r-\beta u(r)}$. Write $w=e^{\varepsilon/kT}-1$. The normalization is

$$
q=\int_0^\infty e^{-p_1r-\beta u}dr=\frac1{p_1}\left[(1+w)e^{-p_1\sigma}-we^{-p_1\lambda\sigma}\right]. \tag{11}
$$

The mean spacing is $1/n_1=-\partial\ln q/\partial p_1$, that is,

$$
\frac1{n_1}=\frac1{p_1}+\sigma\,\frac{(1+w)e^{-p_1\sigma}-w\lambda e^{-p_1\lambda\sigma}}{(1+w)e^{-p_1\sigma}-we^{-p_1\lambda\sigma}}. \tag{12}
$$

As $p_1\to0$ the fraction tends to $1+w-w\lambda$. Multiplying by $p_1$, which equals $n_1$ to leading order, gives

$$
\frac{p_1}{n_1}=1+\sigma\left[1-(\lambda-1)w\right]n_1+\dots \tag{13}
$$

The one-dimensional form of (9) is $-\tfrac12\int_{-\infty}^{\infty}f\,dr=-\int_0^\infty f\,dr=\sigma-(\lambda-1)\sigma w$, the same coefficient.

## The square well in three dimensions

For the potential (1), $f=-1$ in the core, $f=w$ in the well, and $f=0$ outside. Equation (9) becomes

$$
\begin{aligned}
B&=-2\pi N_A\left[-\int_0^\sigma r^2dr+w\int_\sigma^{\lambda\sigma}r^2dr\right]\\
&=\frac{2\pi N_A\sigma^3}{3}-\frac{2\pi N_A\sigma^3}{3}(\lambda^3-1)w .
\end{aligned}
$$

With $b_0=2\pi N_A\sigma^3/3$ this is

$$
B(T)=b_0\left[1-(\lambda^3-1)\left(e^{\varepsilon/kT}-1\right)\right]. \tag{14}
$$

The first term is the excluded volume. One molecule bars the centre of another from a sphere of volume $4\pi\sigma^3/3$, and sharing this volume between the two members of the pair gives $b_0/N_A$. In the second term $b_0$ is multiplied by the volume of the attractive shell, in units of the core volume, and by $w$, the fractional excess in the probability of finding a partner there.

At low temperature $B\approx-b_0(\lambda^3-1)e^{\varepsilon/kT}$, which is large and negative. Equation (2) is then useful only at densities so low that each term is much smaller than the one before it. The condition $|B|\rho\ll1$ is necessary but not sufficient, because at low enough temperature $|C|$, which scales as $w^3$, outgrows $B^2$, which scales as $w^2$. For the parameters of the worked example $C$ changes sign near 485 K, and $|C|/B^2$ is 0.4 at 350 K and 1.3 at 250 K. The truncated series does not describe condensation. At high temperature $B\to b_0$. This plateau belongs to the rigid core: with a repulsion of finite steepness, faster molecules approach more closely and the effective excluded volume shrinks.

## The Boyle temperature

Differentiating (14), with $d(\varepsilon/kT)/dT=-\varepsilon/kT^2$, gives

$$
\frac{dB}{dT}=b_0(\lambda^3-1)\frac{\varepsilon}{kT^2}e^{\varepsilon/kT}>0. \tag{15}
$$

So $B$ rises steadily from $-\infty$ to $b_0>0$ and crosses zero once. At the crossing

$$
(\lambda^3-1)\left(e^{\varepsilon/kT_B}-1\right)=1
\quad\Longrightarrow\quad
e^{\varepsilon/kT_B}=\frac{\lambda^3}{\lambda^3-1}, \tag{16}
$$

and the logarithm gives

$$
\boxed{\,kT_B=\frac{\varepsilon}{\ln\!\left[\lambda^3/(\lambda^3-1)\right]}\,} \tag{17}
$$

As (3) required, $\sigma$ is absent. Inserting (16) in (15) gives the slope at the crossing:

$$
\left.\frac{dB}{dT}\right|_{T_B}=\frac{b_0\lambda^3\varepsilon}{kT_B^2}. \tag{18}
$$

**Wide well.** Let $s=\lambda^{-3}\ll1$. The logarithm in (17) is $-\ln(1-s)=s(1+s/2+s^2/3+\dots)$. Its reciprocal is $s^{-1}[1-s/2-s^2/3+s^2/4+\dots]$, so

$$
\frac{kT_B}{\varepsilon}=\lambda^3-\frac12-\frac1{12\lambda^3}+\dots \tag{19}
$$

A wide well needs a high temperature to balance the core, because many positions are weakly favoured.

**Narrow well.** For $\lambda-1\ll1$, $\lambda^3-1\approx3(\lambda-1)$ and $kT_B\approx\varepsilon/\ln[1/(3(\lambda-1))]$. The Boyle temperature falls to zero only logarithmically, since the Boltzmann factor can make up for a thin shell.

**Weak attraction.** For $kT\gg\varepsilon$, $e^{\varepsilon/kT}-1\approx\varepsilon/kT$ and (14) takes the van der Waals form

$$
B\approx b_0-\frac{a}{RT},\qquad a=b_0(\lambda^3-1)N_A\varepsilon. \tag{20}
$$

Its zero is at $kT=(\lambda^3-1)\varepsilon$. Because $e^y-1>y$ for $y>0$, the full $B$ is still negative there, so this estimate lies below $T_B$.

## What cancels, and what does not

At $T_B$ the pair term in the pressure vanishes. The molecules still interact. The excess Helmholtz energy per mole to first order in density is

$$
A_{\rm ex}=\int_0^\rho\frac{P-RT\rho'}{\rho'^2}\,d\rho'=RTB\rho.
$$

The excess internal energy is therefore

$$
U_{\rm ex}=-T^2\frac{\partial}{\partial T}\left(\frac{A_{\rm ex}}{T}\right)=-RT^2\rho\frac{dB}{dT}. \tag{21}
$$

By (18), at $T_B$ this equals $-N_A\varepsilon\,\lambda^3b_0\rho$, which is not zero. The vapour has a net cohesive energy, while the pressure effects of attraction and exclusion balance.

The third coefficient also survives. Vapour lines are specified by pressure, so let $p=P/RT$, the ideal molar density. Equation (2) reads $p=\rho+B\rho^2+C\rho^3+\dots$, whose inversion begins $\rho=p-Bp^2+\dots$. Then

$$
\begin{aligned}
Z&=1+B(p-Bp^2)+Cp^2+\dots\\
&=1+Bp+(C-B^2)p^2+\dots
\end{aligned} \tag{22}
$$

At $T_B$ the deviation from ideality starts with $Cp^2$.

## Worked example

Take $\sigma=0.55$ nm, $\varepsilon/k=500$ K and $\lambda=1.5$. These are round values in the rough regime of titanium tetrachloride vapour, not a fit to measurements. The core term is

$$
b_0=\frac{2\pi}{3}N_A(0.55\times10^{-9}\ \mathrm{m})^3=209.8\ \mathrm{cm^3/mol},
$$

and $\lambda^3-1=2.375$.

**Delivery line, 350 K and 10 Torr.** The well factor is $e^{500/350}-1=3.173$, so

$$
B=209.8\,(1-2.375\times3.173)=-1371\ \mathrm{cm^3/mol}.
$$

The ideal density is $p=0.458$ mol/m³, and $Bp=-6.3\times10^{-4}$. The second-order term in (22) is $-5.6\times10^{-7}$, with $C$ evaluated numerically from (10). The vapour is 0.06 % denser than the ideal-gas law gives, relative to the ideal density.

**Vaporiser, 450 K and 760 Torr.** The well factor is now 2.038, and

$$
B=209.8\,(1-2.375\times2.038)=-806\ \mathrm{cm^3/mol}.
$$

With $p=27.08$ mol/m³, $Bp=-0.0218$. Here $C=-5.07\times10^4$ cm⁶/mol² and $B^2=6.49\times10^5$ cm⁶/mol², so the second-order term is $-5.1\times10^{-4}$. Most of it is $-B^2p^2$, which comes from converting density to pressure and not from the triangle integral $I$ in (10). Solving the series (2) through $C$ gives $Z-1=-0.0224$ and a density 2.3 % above the ideal value. Although $|B|$ is smaller than in the line, the correction is larger, because the density is about sixty times higher.

**Boyle temperature.** From (17),

$$
T_B=\frac{500\ \mathrm K}{\ln(3.375/2.375)}=2.846\times500\ \mathrm K=1423\ \mathrm K\quad(1150\ ^\circ\mathrm C).
$$

The wide-well series (19) gives 1425 K, close even at $\lambda=1.5$, where $\lambda^{-3}$ is about 0.3. The van der Waals estimate is 1188 K, which is 17 % below the model's $T_B$. With $\varepsilon$ held fixed, $\lambda=1.4$ gives 1103 K and $\lambda=1.6$ gives 1786 K, so the range of the attraction matters strongly.

At $T_B$ the attractive part of $B$ is $-209.8$ cm³/mol and cancels $b_0$. At 760 Torr, $C=1.83\times10^4$ cm⁶/mol² leaves $Z-1=1.3\times10^{-6}$. By (21) the excess energy per molecule is still $-\lambda^3b_0\rho\,\varepsilon=-3.375\times(2.098\times10^{-4})\times8.565\,\varepsilon\approx-0.006\,\varepsilon$, with $b_0$ in m³/mol and $\rho$ in mol/m³. The slope (18) is 0.175 cm³/(mol K), so $B$ changes by about 17.5 cm³/mol over the 100 K around the crossing. The full set of values is in the numerical output.

## The model beside the real vapour

Titanium tetrachloride is a nearly spherical, nonpolar molecule used to deposit titanium nitride and titanium dioxide. Its liquid has a vapour pressure of roughly 10 Torr at room temperature and boils near 410 K at atmospheric pressure, so both delivery states above lie on the vapour side. Both also lie well below the model's $T_B$. Within the model, attraction therefore outweighs excluded volume in both, and the ideal-gas law underestimates the amount of precursor in a volume at given $P$ and $T$. For these parameters the error is negligible at 10 Torr and a few per cent in an atmospheric-pressure vaporiser at 450 K.

The value of $T_B$ also depends on the assumed shape of the potential. Consider a Lennard-Jones gas whose energy crosses zero at the same $\sigma$ and whose $B$ at 450 K is the same. It needs a depth of 572 K and has its Boyle temperature at 1954 K, 37 % above the square-well value. Agreement of $B$ at one delivery temperature thus leaves $T_B$ uncertain by hundreds of kelvin.

Quantum motion matters less. At 350 K the thermal wavelength is $\Lambda=0.012\,\sigma$. The wavefunction of relative motion vanishes at the core, which empties a layer of effective thickness $\delta=\Lambda/(2\sqrt2)\approx0.0043\,\sigma$ where the density is enhanced by $e^{\varepsilon/kT}\approx4.2$. A thin shell has $3\delta/\sigma$ of the core volume, so the change in $B$ is $3\times0.0043\times4.2\,b_0\approx11$ cm³/mol, and the outer edge of the well adds about 3 cm³/mol of the same sign. The total is about one per cent of $|B|$.

Near $T_B$ the molecule itself begins to come apart. For loss of one chlorine atom with bond energy $D$ and reduced mass $\mu$ of the fragments, mass action with the internal partition-function factor set to one gives

$$
\frac{n_{\rm Cl}\,n_{\rm TiCl_3}}{n_{\rm TiCl_4}}=K=\left(\frac{2\pi\mu kT}{h^2}\right)^{3/2}e^{-D/kT}. \tag{23}
$$

If a fraction $\alpha$ of an initial density $n_0$ has dissociated, the left side is $\alpha^2n_0/(1-\alpha)$ and $P=(1+\alpha)n_0kT$. Hence $\alpha^2/(1-\alpha^2)=KkT/P$. A rough $D=4$ eV gives $\alpha\sim10^{-2}$ at $T_B$ and 10 Torr. For $\alpha\ll1$ and this reaction alone, $\alpha\propto P^{-1/2}$ at fixed temperature, so at 760 Torr it is of order $10^{-3}$. Recombination of chlorine atoms to $\mathrm{Cl_2}$ is left out. It is minor at 10 Torr, but at 760 Torr it is comparable and raises $\alpha$ by some tens of per cent without changing its order of magnitude. The neglected internal factor and an error of a few tenths of an electronvolt in $D$ can each change $\alpha$ several-fold, so these are only rough figures, for the gas phase at equilibrium and without reactions at hot walls. Dissociation raises the number of particles by a fraction of order $\alpha$, far more than the $10^{-6}$ left by the virial terms at 760 Torr. For this vapour $T_B$ is best read as a parameter of the pair interaction, not as a temperature at which the real gas would be found ideal.

Precursors that form dimers in the vapour, such as trimethylaluminium, violate the model at ordinary delivery temperatures. Their monomer–dimer equilibrium must be treated by mass action before a virial correction is applied to each species.

## Computed values

```
core diameter sigma = 0.55 nm
well depth eps/k = 500 K
well range lambda = 1.50
lambda^3 = 3.3750
excluded-volume term b0 = 209.8 cm3/mol
reduced Boyle temperature kT_B/eps = 2.8458
Boyle temperature T_B = 1423 K
Boyle temperature T_B = 1150 deg C
van der Waals estimate of T_B = 1188 K
wide-well expansion of T_B = 1425 K
T_B for lambda = 1.4: 1103 K
T_B for lambda = 1.6: 1786 K
slope dB/dT at T_B = 0.1749 cm3/(mol K)
line: T = 350 K, P = 10 Torr
  well factor exp(eps/kT)-1 = 3.1727
  attractive part of B = -1581.2 cm3/mol
  B = -1371.4 cm3/mol
  first-order term B P/RT = -6.283e-04
  C = -7.700e+05 cm6/mol2
  ideal molar density P/RT = 0.4581 mol/m3
  second-order term (C-B^2)(P/RT)^2 = -5.56e-07
  Z - 1 with B and C = -6.288e-04
  density excess over ideal gas = 0.0629 %
vaporiser: T = 450 K, P = 760 Torr
  well factor exp(eps/kT)-1 = 2.0377
  attractive part of B = -1015.6 cm3/mol
  B = -805.7 cm3/mol
  first-order term B P/RT = -2.182e-02
  C = -5.067e+04 cm6/mol2
  ideal molar density P/RT = 27.0813 mol/m3
  second-order term (C-B^2)(P/RT)^2 = -5.13e-04
  Z - 1 with B and C = -2.236e-02
  density excess over ideal gas = 2.2869 %
Boyle point: T = 1423 K, P = 760 Torr
  well factor exp(eps/kT)-1 = 0.4211
  attractive part of B = -209.8 cm3/mol
  C = 1.828e+04 cm6/mol2
  ideal molar density P/RT = 8.5647 mol/m3
  second-order term (C-B^2)(P/RT)^2 = 1.34e-06
  Z - 1 with B and C = 1.341e-06
  density excess over ideal gas = -0.0001 %
thermal wavelength/sigma at 350 K = 0.0123
Lennard-Jones depth matching B at 450 K = 572 K
Lennard-Jones reduced Boyle temperature = 3.4179
Lennard-Jones Boyle temperature = 1954 K
rough bond energy = 4.0 eV
rough dissociated fraction at T_B, 10 Torr = 1e-02
```
